# Negative surface stiffness does not by itself make a slab unstable

Stretch a free-standing slab of thickness $h$ by a small uniform strain $\varepsilon$ along one in-plane direction. Let $K$ be the second derivative of its energy per unit reference area, taken at the in-plane lattice constant of the stress-free bulk crystal, so that $K$ has the dimension of force per length. Deep inside the slab one layer is like the next, so adding a layer adds a fixed amount to $K$. Hence, once the two faces no longer influence each other, $K$ is a straight line in $h$. The slope is an elastic modulus $M$ of the bulk crystal for this strain with the faces free, a force per area. The intercept is a force per length, and two equivalent faces share it equally:

$$K = Mh + 2S. \qquad (1)$$

The additivity of layers and the equivalence of the faces fix this form but not the sign of $S$, the surface elastic stiffness. Nor does the sign of an intercept determine the sign of the line at a given $h$. If $M>0$ and $S<0$, the condition $K>0$ reads

$$h > h_c = \frac{2|S|}{M}. \qquad (2)$$

## The belief and its appeal

The belief is that a negative $S$ makes a surface, and any slab bounded by it, unstable. The argument has a sound core. A body whose energy has negative curvature along some strain lowers its energy by deforming further. If the surface were such a body, with stiffness $S$, then $S<0$ would doom it.

The fault lies in treating $S$ as the stiffness of a body. Write the energy per reference area, with strain measured from the stress-free bulk crystal, as

$$W(\varepsilon)= \tfrac12 Mh\,\varepsilon^2 + 2\left(\gamma_0+\tau_0\varepsilon+\tfrac12 S\varepsilon^2\right), \qquad (3)$$

up to a constant bulk energy. Here $\gamma_0$ is the surface energy and $\tau_0$ the surface stress. The bracket is what remains of the slab's energy after the energy of an equal thickness of bulk has been subtracted. It is an excess, a difference between two systems. No experiment can strain the excess and leave the slab behind, so its curvature alone is not a stability criterion. Differentiating (3) twice returns (1), and it is this sum that resists the strain.

## A slab of positive springs with negative $S$

Take an fcc crystal with (001) faces and $N$ layers. Nearest neighbours, a distance $r_0$ apart, are joined by unstretched springs of stiffness $k>0$. The cubic axes are $x,y$ in the plane and $z$ along the normal. The layer spacing is $d=r_0/\sqrt2$, and each surface atom occupies an area $r_0^2$.

A spring along a unit vector $\mathbf n$ has strain $\sum_{ab} n_a\varepsilon_{ab}n_b$. Each atom of a layer owns two in-plane bonds, along $(1,\pm1,0)/\sqrt2$. With engineering shear $\gamma=2\varepsilon_{xy}$ their strains are $(\varepsilon_x+\varepsilon_y\pm\gamma)/2$. The energy per atom is

$$\tfrac12kr_0^2\,\frac{(\varepsilon_x+\varepsilon_y+\gamma)^2+(\varepsilon_x+\varepsilon_y-\gamma)^2}{4}
=\frac{kr_0^2}{4}\left[(\varepsilon_x+\varepsilon_y)^2+\gamma^2\right].$$

Across each gap between layers there are four bonds per atom. Two lie in the $xz$ plane, with strain $(\varepsilon_x+\varepsilon_z)/2$, and two in the $yz$ plane, with strain $(\varepsilon_y+\varepsilon_z)/2$. The shear $\gamma$ does not change their lengths to first order. Their energy is

$$\frac{kr_0^2}{4}\left[(\varepsilon_x+\varepsilon_z)^2+(\varepsilon_y+\varepsilon_z)^2\right].$$

The faces are free, so each gap height adjusts. Setting the derivative with respect to $\varepsilon_z$ to zero gives $\varepsilon_z=-(\varepsilon_x+\varepsilon_y)/2$. The two brackets become $\pm(\varepsilon_x-\varepsilon_y)/2$, and the gap energy is $kr_0^2(\varepsilon_x-\varepsilon_y)^2/8$. A sideways shift of one layer against the next gives no further relaxation: it lengthens one bond of an opposite pair and shortens the other, so its linear coupling to the strain cancels.

Dividing by $r_0^2$ and adding $N$ layers and $N-1$ gaps gives

$$W=\frac{kN}{4}\left[(\varepsilon_x+\varepsilon_y)^2+\gamma^2\right]+\frac{k(N-1)}{8}(\varepsilon_x-\varepsilon_y)^2. \qquad (4)$$

For strain along $x$ with $y$ held, $\varepsilon_y=\gamma=0$ and

$$K=\frac{kN}{2}+\frac{k(N-1)}{4}=\frac{3k}{4}N-\frac{k}{4}. \qquad (5)$$

The slope can be checked against bulk elasticity. A bulk atom owns two bonds in each of the three cubic planes and a volume $r_0^2d$, so for normal strains the energy density is

$$w=\frac{k}{4d}\left[(\varepsilon_x+\varepsilon_y)^2+(\varepsilon_x+\varepsilon_z)^2+(\varepsilon_y+\varepsilon_z)^2\right].$$

Two brackets contain $\varepsilon_x$, so $C_{11}=\partial^2w/\partial\varepsilon_x^2=k/d$. One contains both $\varepsilon_x$ and $\varepsilon_y$, so $C_{12}=k/(2d)$. Releasing the normal stress gives

$$M=C_{11}-\frac{C_{12}^2}{C_{11}}=\frac{3k}{4d}.$$

With $h=Nd$ the first term of (5) is therefore $Mh$, and the remainder is

$$2S=-\frac{k}{4},\qquad S=-\frac{k}{8}. \qquad (6)$$

The negative sign is a matter of counting. The bulk has one gap per layer, while the slab has one gap fewer than it has layers. The missing gap would have contributed $+k/4$, so the excess is $-k/4$, shared by two faces.

This slab refutes the belief without any numerical input. Its harmonic energy is a sum of terms $\tfrac12k(\text{elongation})^2$, each non-negative. No displacement, uniform or wavy, can lower it, whatever the value of $N$. Yet $S$ is negative.

Take round parameters: $r_0=0.25$ nm and a Morse bond

$$\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right]$$

with $D=0.7$ eV and $\alpha=14$ nm$^{-1}$. Its curvature at the minimum is $k=2D\alpha^2$, or $43.96$ N/m. Then $S=-43.96/8=-5.50$ N/m. For eight layers (5) gives $K=5.75\times43.96=252.8$ N/m. The critical thickness is $h_c=(k/4)/(3k/4d)=d/3=0.059$ nm, a third of one layer spacing, and no slab is that thin.

## The sign depends on where the surface is drawn

Equation (6) used $h=Nd$, which gives every atomic layer a full spacing. One may equally measure from the first atomic plane to the last, $h'=(N-1)d$. In general, let $h'=h-2\delta$. The slab has not changed, so

$$K=Mh+2S=Mh'+2(S+M\delta),\qquad S'=S+M\delta. \qquad (7)$$

For $\delta=d/2$ the shift is $M\delta=3k/8$, and $S'=-k/8+3k/8=+k/4$, or $+10.99$ N/m. The choice $\delta=d/6$ makes the surface stiffness for this strain vanish. It does not do so for every strain: by (4) the excess for equal biaxial strain is zero at $\delta=0$, and that for $\varepsilon_x=-\varepsilon_y$ is zero at $\delta=d/2$. One slab thus has a negative, zero or positive surface stiffness according to a bookkeeping choice, and stability cannot depend on that choice. A quoted $S$ has meaning only together with its thickness convention. From here on, $h=Nd$.

## Adding surface stress

The faces of a real crystal usually carry stress. To include it, let the in-plane bonds of the two outer layers prefer a length 3% shorter than $r_0$, with the same Morse depth and range. At the bulk lattice constant these bonds are stretched. Let $\phi'$ and $\phi''$ be the derivatives of their energy there.

Under strain $\varepsilon$ along $x$ an in-plane bond has $r^2=\tfrac12r_0^2[(1+\varepsilon)^2+1]$. One differentiation gives $2rr'=r_0^2(1+\varepsilon)$, so $r'=r_0/2$ at $\varepsilon=0$. A second gives $2r'^2+2rr''=r_0^2$, so $r''=r_0/4$. With two such bonds per area $r_0^2$,

$$\tau_0=\frac{2\phi' r'}{r_0^2}=\frac{\phi'}{r_0},$$

$$\frac{2(\phi'' r'^2+\phi' r'')}{r_0^2}=\frac12\left(\phi''+\frac{\phi'}{r_0}\right).$$

The second expression replaces the $k/2$ of an unstressed layer. Hence

$$S=-\frac k8+\frac12\left(\phi''+\frac{\phi'}{r_0}-k\right). \qquad (8)$$

For the Morse bond put $y=e^{-\alpha(0.03\,r_0)}=e^{-0.105}=0.900$. Then $\phi'=(k/\alpha)(y-y^2)$ and $\phi''=k(2y^2-y)$, which give $\tau_0=1.13$ N/m and $\phi''=31.69$ N/m. Equation (8) becomes

$$S=-5.50+\tfrac12(31.69+1.13-43.96)=-11.07\ \text{N/m}.$$

Stretching has softened the outer bonds and doubled the size of the negative excess. The slab is $h=1.414$ nm thick and $M=186.5$ GPa, so $Mh=263.8$ N/m and

$$K=263.8-22.1=241.7\ \text{N/m}.$$

The surfaces remove 8.4% of the bulk term. The critical thickness has risen to $0.119$ nm, still below the layer spacing of $0.177$ nm.

Surface stress also makes $S$ depend on the strain measure. With logarithmic strain $\eta$, $\varepsilon=e^\eta-1=\eta+\eta^2/2+\dots$, and the term $\tau_0\varepsilon$ contributes $\tau_0\eta^2/2$. The coefficient becomes $S+\tau_0=-9.94$ N/m. This ambiguity disappears from the total stiffness at the slab's own equilibrium, provided strain is counted from that state. There the first derivative of the total energy is zero, so the quadratic part of the change of variable multiplies nothing.

That equilibrium is where stability must be judged, because an unloaded slab does not stay at the bulk lattice constant. For equal strains $\varepsilon_x=\varepsilon_y=e$, equation (4) gives $kNe^2$, and the two faces add $2\tau_0(\varepsilon_x+\varepsilon_y)=4\tau_0e$. Setting the derivative to zero,

$$2kNe+4\tau_0=0,\qquad e=-\frac{2\tau_0}{kN}=-\frac{2\times1.127}{43.96\times8}=-0.64\%. \qquad (9)$$

The full nonlinear force balance gives $-0.67\%$. At this contracted state $K=251.4$ N/m, with strain and area still referred to the bulk lattice. This is 4.0% above its value at the bulk lattice constant. Most of the rise comes from the six inner layers. Since $\phi'''(r_0)=-3\alpha k$, compression stiffens their in-plane bonds by the fraction $3\alpha r_0|e|\approx7\%$. This term alone adds about $6\times(k/2)\times0.07\approx9.2$ N/m, against a total rise of $9.8$ N/m. Smaller terms of both signs, from the outer bonds, the changed gap geometry and the stress in the inner bonds, make up the difference. In thicker slabs the rise, in N/m, does not fade, because $|e|$ falls as $1/N$ while the number of layers grows as $N$. At the slab's own equilibrium the constant term in $K$ therefore differs from $2S$, even for thick slabs.

A stressed slab is no longer a sum of squares, so positive $K$ for one strain does not settle its stability. Two further results do most of that work. The relaxed stiffness matrix for $\varepsilon_x,\varepsilon_y,\gamma$ has lowest eigenvalue $151.8$ N/m. On a $12\times12$ mesh of in-plane wavevectors, zero excluded, the lowest eigenvalue of the force-constant matrix is $0.059k$, almost the same as without surface stress. It belongs to a long wave of in-plane shear and is not a safety margin: on finer meshes the lowest eigenvalue falls towards zero, because long waves, bending waves above all, cost little energy. The slab with $S=-11$ N/m is stable against every uniform in-plane strain and every wave on that mesh.

## When the bulk cannot help

The opposite claim, that a thick enough bulk always rescues the surface, is false. Return to unstressed springs and give the in-plane bonds of the outer layers stiffness $gk$. The in-plane count $N$ in (4) becomes $P=N-2+2g$, so

$$K=\frac k2(N-2+2g)+\frac k4(N-1),\qquad S=-\frac k8-\frac k2(1-g). \qquad (10)$$

For $g=-1$, $S=-49.5$ N/m and $K=\tfrac34k(N-3)$. Two layers give $-33.0$ N/m, an instability under uniform strain. Four layers give $+33.0$ N/m. Here the bulk does reverse the sign of $K$, as (2) says.

Other uniform strains are more demanding. The eigenvalues of the stiffness matrix from (4) are $kP$ for equal biaxial strain, $k(N-1)/2$ for $\varepsilon_x=-\varepsilon_y$, and $kP/2$ for shear. At $g=-1$, $P=N-4$, so four layers have no resistance to biaxial strain although $K$ is positive. At eight layers all three are positive. The smallest is $kP/2=2k=87.9$ N/m, and $K=164.9$ N/m.

The eight-layer slab is nevertheless unstable. Move only the atoms of one outer layer, by $\pm u$ along a nearest-neighbour direction, with the sign alternating from atom to atom along that direction and constant across it.

- There is one in-plane bond per atom along the motion. Its ends move by $2u$ relative to each other, so its energy is $\tfrac12gk(2u)^2=2gku^2$.
- The other in-plane bond joins atoms that move together and costs nothing.
- The four bonds to the fixed layer beneath make direction cosines $\pm\tfrac12$ with the motion. They cost $4\times\tfrac12k(u/2)^2=\tfrac12ku^2$.

Equating the sum to $\tfrac12\kappa u^2$ gives

$$\kappa=(4g+1)k. \qquad (11)$$

This is negative for $g<-\tfrac14$ and contains no $N$. Added layers cannot stabilise the motion, because in it they do not move. At $g=-1$ the trial value is $-3k$. The lowest eigenvalue on the mesh is $-3.28k$, lower as it must be, since the true mode may also use the atoms beneath.

For eight layers the mesh places the onset at $g=-0.11$, where $S=-30$ N/m while $K=263.8-59.9=203.9$ N/m. A finer mesh could move this onset closer to $g=0$ but not past it, because for $g\ge0$ the energy is again a sum of squares. At $g=0$, (10) gives $S=-5k/8=-27.5$ N/m without any unstable motion. For eight layers of this family, then, even a large negative $S$ can be harmless. When failure comes, its cause is a local force constant. The signs of $S$ and $K$ do not reveal it, since for eight layers they are the same on both sides of the onset.

## Setting the model beside nickel films

The bond parameters lie in the rough regime of fcc nickel. The model gives $C_{11}=249$ GPa and $C_{12}=124$ GPa, against roughly 250 and 150 GPa for the metal. A surface stress of order 1 N/m is a usual size for metals, though here it follows from the chosen 3%. The eight-layer slab is only 1.4 nm thick. At 100 nm, with the same $S$, $Mh=18\,650$ N/m and the surface term is about 0.1% of it.

Nickel is not held together by nearest-neighbour pair bonds alone. Letting the same Morse bond act between second neighbours too, with no imposed surface shortening and with bulk and slab relaxed again, changes $S$ from $-5.5$ to $-4.1$ N/m. The bulk contribution per layer becomes $28.6$ N/m instead of $33.0$ N/m. Twelve layers at the bulk lattice constant have $K=335$ N/m. This value of $S$ is not converged in the range of the bond. With the same, unrefitted parameters, three and four neighbour shells give $-6.8$ and $-9.7$ N/m, while five, seven and eight shells give between $+5$ and $+9$ N/m, with the bond length shrinking to about $0.21$ nm. The model therefore does not fix the sign of $S$ for nickel. Thermal expansion from the static lattice to 300 K, estimated quasi-harmonically with classical vibrations, lowers the bond stiffness by about 3%. Many-body metallic bonding, magnetism, oxide, steps and a substrate are left out, and their effect on $S$ is not sized here.

For a free-standing film, then, a negative computed $S$ calls for three questions: which thickness convention it belongs to, whether the complete uniform stiffness matrix is positive at the film's own equilibrium, and whether any wave, from long bending waves to short surface modes, has a negative stiffness.

## Numbers as computed

```
bond length r0: 0.2500 nm
bond depth: 0.7000 eV
Morse inverse range: 14.0000 1/nm
preferred shortening of outer bonds: 3.0000 %
number of layers: 8
layer spacing d: 0.1768 nm
slab thickness N d: 1.4142 nm
bond stiffness k: 43.964 N/m
C11: 248.7 GPa
C12: 124.3 GPa
bulk modulus M for this strain: 186.5 GPa
-- unstressed slab
S with h = N d: -5.495 N/m
S with h = (N-1) d: 10.991 N/m
total K, eight layers: 252.79 N/m
critical thickness 2|S|/M: 0.0589 nm
lowest phonon stiffness / k: 0.0594
-- slab with surface stress
surface stress tau0: 1.127 N/m
S, linear strain: -11.068 N/m
S, logarithmic strain: -9.941 N/m
bulk part M h: 263.78 N/m
surface part 2S: -22.14 N/m
total K at bulk lattice: 241.65 N/m
critical thickness 2|S|/M: 0.1187 nm
self-strain, leading order: -0.6410 %
self-strain, full: -0.6651 %
total K at slab equilibrium: 251.43 N/m
change of K by self-strain: 4.05 %
lowest uniform stiffness: 151.83 N/m
lowest phonon stiffness / k: 0.0587
-- outer in-plane springs g k
S at g=-1: -49.46 N/m
K at g=-1, two layers: -32.97 N/m
K at g=-1, four layers: 32.97 N/m
K at g=-1, eight layers: 164.86 N/m
lowest uniform stiffness at g=-1: 87.93 N/m
trial phonon stiffness / k at g=-1: -3.0000
lowest phonon stiffness / k at g=-1: -3.2832
phonon threshold g on 12 by 12 mesh: -0.1124
S at phonon threshold: -29.95 N/m
-- sizes of neglected effects
bond length with second neighbours: 0.2415 nm
bulk K per layer, second neighbours: 28.60 N/m
surface stress, second neighbours: 1.979 N/m
S with second neighbours: -4.059 N/m
total K, 12 layers, second neighbours: 335.10 N/m
temperature: 300 K
Grueneisen parameter: 1.417
thermal strain: 0.320 %
thermal change of bond stiffness: -3.32 %
```
